# Does an Oxide Carrier Self-Trap? Relaxation Energy Against Delocalization Energy

A carrier in an oxide is expected to trap itself on one site when the energy $E_{\rm rel}$ gained by relaxing the lattice around it exceeds the energy $D$ it would gain by spreading into a band:

$$E_{\rm rel}>D .$$

Here $D$ is the distance from the site level, which is the centre of gravity of the band, to the band edge where the carrier sits. It equals half the bandwidth, $W/2$, if the band is symmetric about its centre; otherwise the edge itself must be used. The criterion treats the lattice as static and the trapped carrier as compact.

For an electron in a model with rough parameters of ceria, CeO$_2$, the estimate is $E_{\rm rel}\approx0.73$ eV against $D=0.24$ eV. The electron self-traps by this criterion, with a margin of about 0.5 eV. Corrections shrink the margin to about 0.2 eV, and a less favourable choice of polaron radius leaves even its sign uncertain.

## The argument on an envelope

Put the carrier on one site and hold it there. The ions move, and the carrier's level falls by some energy. In a harmonic lattice with linear coupling, half of that fall is paid back as elastic energy. The net gain is $E_{\rm rel}$, and the level lies $2E_{\rm rel}$ below its unrelaxed position.

Now release the carrier into the undistorted crystal. By hopping between sites it reaches the bottom of the band, a distance $D$ below the site level. Spread over a large crystal, it distorts the lattice at each site too little to gain static relaxation energy. The two energies, measured from the same site level, are $-E_{\rm rel}$ and $-D$.

In a polar oxide the relaxation energy is roughly that of the ionic polarization outside a sphere of radius $r_p$, namely $C/(2r_p)$, where $C$ is the Coulomb constant times the ionic part of the screening. With $C\approx0.20$ eV nm and $r_p\approx0.14$ nm this is about 0.7 eV. A hopping energy of 0.02 eV to twelve neighbours gives $D=12\times0.02=0.24$ eV.

## The static lattice

Take one orbital per site, with its level as the zero of energy, and a matrix element $-t$ between each pair of the $z$ nearest neighbours. Let the lattice coordinates $x_\lambda$ have stiffness $K_\lambda$, and let the carrier density $n_i=|\psi_i|^2$ couple to them linearly:

$$E=\langle T\rangle+\sum_{i\lambda}g_{i\lambda}n_ix_\lambda+\tfrac12\sum_\lambda K_\lambda x_\lambda^2 .$$

The kinetic energy of the ions is omitted, which is the adiabatic assumption. Setting $\partial E/\partial x_\lambda=0$ gives $x_\lambda=-\sum_i g_{i\lambda}n_i/K_\lambda$. The coupling term is then $-\sum_\lambda(\sum_ig_{i\lambda}n_i)^2/K_\lambda$, and the elastic term is half as large and positive. Their sum is

$$E[\psi]=\langle T\rangle-\sum_{ij}R_{ij}n_in_j,\qquad R_{ij}=\tfrac12\sum_\lambda\frac{g_{i\lambda}g_{j\lambda}}{K_\lambda}.$$

For a carrier on one site $\langle T\rangle=0$, so $E=-R_0$ with $R_0=R_{ii}=E_{\rm rel}$.

For a carrier spread evenly over $N$ sites, $n_i=1/N$ and the relaxation is $-(1/N)\sum_jR_{0j}$. With purely local coupling this is $-E_{\rm rel}/N$. With a kernel falling as $1/r$ the sum over $j$ grows as $N^{2/3}$, and the relaxation falls as $N^{-1/3}$. Both vanish in a large crystal and leave $E=-D$.

The one-site state is a trial state for $E[\psi]$. If $-E_{\rm rel}<-D$, the minimum of $E[\psi]$ must lie below the undistorted band state. Within the static model the criterion is therefore sufficient for some self-trapped state to lie below the free carrier, though not necessary. Whether that state is compact is a separate question.

The range of the coupling decides what lies between the two states. Spread the carrier over a radius $L$ much larger than the neighbour distance $d$. The kinetic cost above the band edge scales as $td^2/L^2$. Local relaxation scales as $E_{\rm rel}(d/L)^3$, which is smaller at large $L$, so the energy first rises as the free carrier contracts: a barrier separates the free and trapped states. Polar relaxation scales as $C/L$, where $C$ is the constant introduced above, and wins at large $L$, so the energy falls from the start as the carrier contracts. The numerical factor matters. For a Gaussian amplitude $\psi\propto e^{-r^2/2L^2}$ near the fcc band edge, the two terms are $3td^2/L^2$ and $-C/(\sqrt{2\pi}L)$. Their sum is lowest at $L=6\sqrt{2\pi}\,td^2/C\approx15\,td^2/C$. If this is much larger than $d$, the static model has a large polaron. For the ceria parameters below it is 0.22 nm, smaller than $d=0.38$ nm. The continuum picture then fails before the contraction ends, and a compact carrier is expected. The free carrier is still lowered by its coupling to moving phonons, which is treated separately below.

## The band edge

The band energy is $E_{\mathbf k}=-t\sum_{\boldsymbol\delta}\cos\mathbf k\cdot\boldsymbol\delta$, summed over the neighbour vectors. Each cosine averages to zero over the Brillouin zone, so the centre of gravity of the band is the site level.

On a simple cubic lattice

$$E_{\mathbf k}=-2t(\cos k_xa+\cos k_ya+\cos k_za),$$

which runs from $-6t$ to $6t$ for $t>0$. Then $W=12t$ and $D=6t=W/2$.

On an fcc lattice with cubic constant $a$, write $c_x=\cos(k_xa/2)$ and likewise for $y$ and $z$. Then

$$E_{\mathbf k}=-4tS,\qquad S=c_xc_y+c_yc_z+c_zc_x .$$

Since $S$ is linear in each cosine separately, its extremes lie at corners where every cosine is $\pm1$. If all three signs agree, $S=3$; if one differs, $S=-1$. The band runs from $-12t$ to $+4t$ for $t>0$, so

$$W=16|t|,\qquad D=12t\ (t>0),\qquad D=4|t|\ (t<0).$$

Half the bandwidth is $8|t|$, which is wrong for either sign. For a hole, the same rule applies with the energy axis reversed: $D$ is measured from the centre of gravity up to the top of the valence band.

## The tail of the trapped state

The trapped carrier is not confined to one site. Give each of the $z$ neighbours a small amplitude $c$, so that the central density is $1-zc^2$. To second order in $c$ the hopping to the centre contributes $-2ztc$. The relaxation is

$$-R_0(1-zc^2)^2-2R_1zc^2\simeq-R_0+2(R_0-R_1)zc^2,$$

where $R_1$ is the kernel between neighbours. Hence

$$E(c)\simeq-R_0-2ztc+2z\Delta c^2,\qquad\Delta=R_0-R_1 .$$

Setting the derivative $-2zt+4z\Delta c$ to zero gives $c=t/(2\Delta)$. Substitution gives $-zt^2/\Delta+zt^2/(2\Delta)$, which is an extra gain

$$G=\frac{zt^2}{2\Delta}.$$

For purely local coupling $R_1=0$. If also $D=zt$, the trapped and free states have equal energy when $\lambda=E_{\rm rel}/D$ satisfies

$$\lambda+\frac1{2z\lambda}=1,\qquad \lambda^2-\lambda+\frac1{2z}=0 .$$

The larger root belongs to the compact state for which the expansion was made:

$$\lambda_c=\frac12\left(1+\sqrt{1-\frac2z}\right).$$

This gives 0.908 for simple cubic and 0.956 for fcc with $t>0$. Minimizing $E[\psi]$ by self-consistent iteration on periodic cells of 216 sites gives 0.901 and 0.944. The simple rule $\lambda=1$ is therefore 6 to 11 per cent above the static threshold for local coupling, relative to that threshold.

On the fcc lattice the neighbours are also linked to one another. Each has four partners within the shell, which adds $-4ztc^2$ to $E(c)$. The gain becomes $zt^2/(2\Delta-4t)$, and the threshold moves to 0.947. These triangles account for most of the difference between formula and iteration.

## The relaxation energy of a polar oxide

Let $\kappa_\infty$ be the dielectric constant when only electrons respond, and $\kappa_s$ the static one, when ions respond too. For a fixed charge in a linear medium the electrostatic energy is proportional to $1/\kappa$. Letting the ions relax therefore releases the energy of the charge distribution multiplied by $1/\kappa_\infty-1/\kappa_s$. The electronic part is not counted, because the electrons follow the carrier in both states. Define

$$C=\frac{e^2}{4\pi\varepsilon_0}\left(\frac1{\kappa_\infty}-\frac1{\kappa_s}\right),$$

with $\varepsilon_0$ the vacuum permittivity.

With volume $\Omega$ per site, the carrier density on the sites has independent Fourier components only within one Brillouin zone. As a model, keep only the polarization waves in that zone. Shorter waves, which a crystal with several ions per cell also allows, are left out. Replace the zone by a sphere of equal volume, $(4\pi/3)q_D^3=(2\pi)^3/\Omega$, so that $q_D=(6\pi^2/\Omega)^{1/3}$. A one-site carrier has Fourier amplitude 1 inside this sphere, and

$$E_{\rm rel}=\frac C2\int_{q<q_D}\frac{d^3q}{(2\pi)^3}\frac{4\pi}{q^2}
=\frac C2\,\frac{16\pi^2q_D}{8\pi^3}=\frac{Cq_D}{\pi}.$$

For comparison, polarization outside a sphere of radius $r_p$ gives $(C/2)\int_{r_p}^\infty dr/r^2=C/(2r_p)$. The two agree if $r_p=\pi/(2q_D)$.

For two sites a distance $r$ apart, the angular average of $e^{i\mathbf q\cdot\mathbf r}$ is $\sin(qr)/(qr)$. The kernel is

$$R(r)=\frac C\pi\int_0^{q_D}\frac{\sin qr}{qr}\,dq=\frac{C}{\pi r}\,{\rm Si}(q_Dr),$$

where ${\rm Si}$ is the sine integral. It tends to $C/(2r)$ at large distance.

## Phonon dressing of the free carrier

A moving carrier also interacts with phonons. In second order, a carrier at the band edge emits a phonon of energy $\hbar\omega$ and recoils to $E_{\mathbf q}$. With coupling element $M_{\mathbf q}$ its energy falls by

$$P=\sum_{\mathbf q}\frac{|M_{\mathbf q}|^2}{\hbar\omega+E_{\mathbf q}-E_0}.$$

Without recoil this sum must reproduce the relaxation energy of a fixed carrier, $\sum|M_{\mathbf q}|^2/\hbar\omega=(C/\pi)\int_0^{q_D}dq$. That fixes the weight of each shell, and

$$P=\frac C\pi\int_0^{q_D}dq\left\langle\frac{\hbar\omega}{\hbar\omega+E_{\mathbf q}-E_0}\right\rangle,$$

with the brackets denoting an average over directions.

Near the fcc band edge $E_{\mathbf q}-E_0\simeq\frac t2\sum_{\boldsymbol\delta}(\mathbf q\cdot\boldsymbol\delta)^2=2td^2q^2$, because twelve vectors of length $d$ contribute $d^2q^2/3$ each on average. The band mass is $m=\hbar^2/(4td^2)$. With $\ell^2=2td^2/\hbar\omega$, the parabolic band gives

$$P=\frac{C}{\pi\ell}\arctan(q_D\ell)\ \longrightarrow\ \frac{C}{2\ell}=\alpha\hbar\omega\qquad(q_D\ell\gg1),$$

where $\alpha$ is the Fröhlich coupling constant. In the opposite limit, $t\to0$, $P$ tends to $E_{\rm rel}$: the "free" carrier is then as fully dressed as the trapped one, and the comparison loses its meaning. A small energy difference in that limit does not imply a mobile carrier.

The corrected balance is

$$B=E_{\rm rel}+G-D-P .$$

## Numbers for ceria

The inputs are $a=0.541$ nm, $\kappa_\infty=5.5$, $\kappa_s=24$, $\hbar\omega=0.07$ eV and one effective hopping $t=0.02$ eV between cerium sites. They are rough values. The cerium ions form an fcc lattice with $d=a/\sqrt2=0.383$ nm and $\Omega=a^3/4=0.0396$ nm$^3$. Then

$$C=1.440\times0.1402=0.202\ \text{eV nm},\qquad q_D=11.44\ \text{nm}^{-1},$$

$$E_{\rm rel}=\frac{0.2018\times11.44}{\pi}=0.735\ \text{eV},\qquad r_p=0.137\ \text{nm}.$$

The band gives $W=0.32$ eV and $D=0.24$ eV. The bare margin is $0.735-0.240=0.495$ eV. Using $W/2=0.16$ eV would overstate it by 0.08 eV. With $E_{\rm rel}$ held fixed, the bare criterion would fail for $t$ above $E_{\rm rel}/12=0.061$ eV, three times the assumed hopping.

The neighbour kernel is $R_1=0.282$ eV, so $\Delta=0.452$ eV and the simple tail formula gives

$$G=\frac{12\times0.02^2}{2\times0.452}=0.0053\ \text{eV}.$$

Self-consistent iteration on a finite fcc cluster, reaching 3.2 neighbour distances from the centre, gives 0.0058 eV with 99.3 per cent of the carrier on the central site. The formula with triangles, $0.0048/(0.905-0.080)$, also gives 0.0058 eV. The tail is negligible here.

The dressing is not. The band mass is 6.5 electron masses and $\alpha\approx5.0$, so the continuum value is $\alpha\hbar\omega=0.35$ eV. Numerical integration with the fcc band and the cutoff $q_D$ gives $P=0.32$ eV. The balance becomes

$$B=0.735+0.006-0.240-0.320=0.18\ \text{eV}.$$

The third digits depend on the spherical zone: the true fcc zone gives $E_{\rm rel}=0.731$, $R_1=0.279$ and $P=0.318$ eV, and leaves $B$ at 0.18 eV. Since $\alpha\approx5$ is not weak coupling, the second-order $P$ measures the size of the effect and is not an accurate energy. The phonon energy is 0.29 of $D$ but 3.5 times $t$, so the adiabatic assumption is not secure either.

The radius is a further large uncertainty. The value $r_p=0.137$ nm lies inside the cerium–oxygen distance, $\sqrt3a/4=0.234$ nm, where a continuous dielectric is doubtful. Suppose instead that polarization begins at the oxygen shell, and reduce the phonon cutoff to $\pi/(2r_p)$ to match. All other inputs are held fixed.

| Energy (eV) | $r_p=0.137$ nm | $r_p=0.234$ nm |
|---|---:|---:|
| $E_{\rm rel}$ | 0.73 | 0.43 |
| $E_{\rm rel}-D$ | 0.49 | 0.19 |
| $P$ | 0.32 | 0.25 |
| balance | 0.18 | −0.06 |

The last entry omits the tail. With the reduced cutoff $R_1\approx0.30$ eV, so $\Delta\approx0.13$ eV, and the formula with triangles gives a static tail gain of about 0.03 eV.

On a quantum lattice the trapped carrier can also tunnel to a neighbouring site together with its distortion. The difference between the two distortions has elastic energy $2\Delta$, so the two lattice ground states overlap by $e^{-\Delta/\hbar\omega}$, and the hopping is reduced by this factor. The resulting gain, $12t\,e^{-\Delta/\hbar\omega}$, is below 0.001 eV at the smaller radius but about 0.04 eV at the larger one. There the two gains together are as large as the deficit of 0.06 eV, so both estimates lie near $-0.49$ eV and neither describes the ground state well. A translationally invariant trial state with optimized lattice displacements has a single minimum at $-0.51$ eV, below both, with the hopping reduced only to about $0.6t$. At this radius the model carrier is an intermediate polaron, and the sign of the balance has no clear meaning.

The bare criterion predicts trapping for both radii, but the dielectric estimate alone cannot settle the matter once the quantum motion of the lattice is included.

## Temperature

At 1000 K, $kT=0.086$ eV, and a band carrier does not stay at the edge. Consider first a rigid, undistorted lattice. Any carrier with $N$ sites to choose from has a term $-kT\ln N$ in its free energy. Apart from this common term, the free energy of the band carrier lies below the site level by

$$F_b=kT\ln\left\langle e^{-E_{\mathbf k}/kT}\right\rangle .$$

The average is over the zone. For $kT\gg|t|$ expand the exponential. The first moment vanishes, and the second is $\langle E_{\mathbf k}^2\rangle=zt^2$, because a carrier can hop to any of $z$ neighbours and return. Thus

$$F_b\simeq\frac{zt^2}{2kT}=\frac{0.0048}{0.172}=0.028\ \text{eV}.$$

On the fcc lattice there are $12\times4=48$ closed three-step paths per site, so $\langle E_{\mathbf k}^3\rangle=-48t^3$. This adds $48t^3/[6(kT)^2]=0.009$ eV. The full average over the band is 0.036 eV.

A trapped carrier has one state per site with energy $-E_{\rm rel}$, and linear coupling leaves the phonon frequencies unchanged. Its free-energy advantage over the rigid band, without tail or dressing, is $0.735-0.036=0.70$ eV, against 0.49 eV at the band edge. Heating weakens the band's side of this comparison because all the trapped states share one energy, whereas only a small part of the band states lie near the band edge. The trapped carrier therefore has the larger entropy. It does not follow that trapped carriers stop moving: they can hop with thermal help.

The figure of 0.70 eV illustrates this entropy effect and is not a trapping energy for ceria at 1000 K, because the rigid band does not survive there. The ions that relax around a carrier also move thermally. For classical ions the levels of two neighbouring sites then differ by a random amount with variance $4\Delta kT$. Its square root is 0.39 eV, more than the whole bandwidth of 0.32 eV. At such temperatures the free carrier is not a band carrier, and its energy must be found in the moving lattice.

## Comparison with the real oxide

Electrons in reduced ceria are generally described as small polarons on cerium 4f states, moving by thermally activated hops. The bare estimate agrees with that picture. The real 4f shell has seven orbitals, split by the crystal field and spin-orbit coupling, so a single $t$ is an insecure input, and even its sign is an assumption. For $t=-0.02$ eV, $D$ drops to 0.08 eV but $P$ rises to about 0.51 eV at the smaller radius and 0.35 eV at the larger, so the balance without tail becomes about 0.15 eV and 0.00 eV. For $t>0$ the size matters too. Doubling it would raise $D$ to 0.48 eV and halve the bare margin at the smaller radius. A continuous dielectric inside the first oxygen shell is also doubtful; moving the radius to that shell lowers $E_{\rm rel}$ by 0.30 eV. Short-range changes in the Ce–O bonds, anharmonic motion and attraction to oxygen vacancies are omitted. In a solid oxide cell the vacancies may bind electrons as well, which is trapping by a defect and not self-trapping.

Under the stated assumptions, a bare margin much larger than $P$ supports a compact polaron. This condition can be met only if $P$ is much smaller than $E_{\rm rel}$, which requires a phonon energy well below the band energies. It is not a general screening rule: as $t\to0$ the margin and $P$ both tend to $E_{\rm rel}$, so their ratio tends to one even for a strongly localized carrier. When the two are comparable, as here, the comparison does not decide, and a calculation is needed that treats the local bonds and the quantum lattice together.
